# When Self-Heating Makes a Transistor's Steady Output Conductance Negative

Suppose the drain voltage of a hot transistor is raised by 0.1 V at fixed gate voltage. In the model worked out below, the current first rises by 0.91 mA and then settles 0.65 mA below its starting value. A slope taken from a slow output curve would therefore give the wrong sign for the response to a fast signal, and a slope taken from short pulses would give the wrong sign for the steady state. Knowing that the device heats up does not settle the matter either, because in the same model, at the same drain voltage but with a weaker drive, the device still heats up and yet its steady slope is positive. What is needed is a condition that compares the isothermal conductance with the effect of heating, using the right thermal resistance.

## The model and its quantities

Let \(V>0\) be the drain voltage and \(I>0\) the drain current. The gate voltage is fixed, and the channel is described by one temperature \(T\). The current is a smooth function

\[
I=f(V,T).
\]

Two partial derivatives describe it near an operating point:

\[
g_{\rm iso}=\left(\frac{\partial f}{\partial V}\right)_T,\qquad
f_T=\left(\frac{\partial f}{\partial T}\right)_V .
\]

The first is the isothermal output conductance, taken here to be positive. "Isothermal" means that \(T\) is held at its value in the heated device, not at the base temperature \(T_a\). The second is negative when heating reduces the current. Slower carriers in a hotter channel act in this direction, but a threshold voltage that falls with temperature acts against them and can prevail when the gate voltage is only slightly above threshold.

Gate power is neglected, so the dissipated power is \(P=IV\). In steady state the temperature is a smooth increasing function of power,

\[
T=\Theta(P),\qquad r=\frac{d\Theta}{dP}>0 .
\]

The quantity \(r\) is the differential thermal resistance. It equals the ratio \((T-T_a)/P\) if \(\Theta\) is a straight line, but in general the two differ. The steady output conductance \(g_{\rm dc}\) is \(dI/dV\) along the curve of steady states. Both derivations lead to

\[
g_{\rm dc}=\frac{g_{\rm iso}+rIf_T}{D},\qquad D=1-rVf_T ,
\]

with every quantity on the right evaluated at the self-heated operating point.

## First derivation: differentiating the steady curve

Along the curve of steady states, \(V\) and \(T\) change together. The chain rule gives

\[
\frac{dI}{dV}=g_{\rm iso}+f_T\frac{dT}{dV}.
\]

The temperature slope follows from \(T=\Theta(IV)\). Differentiating the outer function gives \(r\), and differentiating the product \(IV\) gives two terms:

\[
\frac{dT}{dV}=r\left(I+V\frac{dI}{dV}\right).
\]

The first term is the extra heat from a higher voltage at the same current. The second is the extra heat, or the missing heat, from the change of current. Inserting this slope into the first equation gives

\[
\frac{dI}{dV}=g_{\rm iso}+rIf_T+rVf_T\frac{dI}{dV}.
\]

The unknown slope stands on both sides because current and temperature act on each other. Collecting it on the left,

\[
\left(1-rVf_T\right)\frac{dI}{dV}=g_{\rm iso}+rIf_T ,
\]

and dividing by \(D\), which requires \(D\neq0\), gives the stated formula.

The condition \(D\neq0\) also ensures that there is a slope to compute. The steady states solve \(F(V,T)=T-\Theta\bigl(Vf(V,T)\bigr)=0\), and \(\partial F/\partial T=1-rVf_T=D\). If this derivative is nonzero, the implicit function theorem guarantees that \(T\) is locally a smooth function of \(V\).

### The sign when heating reduces the current

For \(f_T<0\), write \(f_T=-|f_T|\). Then

\[
g_{\rm dc}=\frac{g_{\rm iso}-rI|f_T|}{1+rV|f_T|}.
\]

The denominator exceeds one, so it cannot change the sign. The steady conductance is negative exactly when

\[
rI|f_T|>g_{\rm iso}.
\]

The left side has a direct reading. If the voltage rises by \(\delta V\) at unchanged current, the power rises by \(I\,\delta V\), the temperature by \(rI\,\delta V\), and the current falls by \(rI|f_T|\,\delta V\). This loss must exceed the isothermal gain \(g_{\rm iso}\,\delta V\). The denominator then accounts for the power change caused by the change of current, which reduces the size of the slope without altering its sign.

Two limits follow at once. If \(f_T=0\), then \(g_{\rm dc}=g_{\rm iso}\), however hot the device is. If the isothermal current saturates completely, \(g_{\rm iso}\to0\), any nonzero heating term makes the steady slope negative.

The slope also has a lower bound. Adding \(I/V\) over a common denominator,

\[
g_{\rm dc}+\frac{I}{V}
=\frac{Vg_{\rm iso}+rVIf_T+I-rVIf_T}{VD}
=\frac{I+Vg_{\rm iso}}{VD}.
\]

For \(f_T<0\) the right side is positive, hence \(g_{\rm dc}>-I/V\). The value \(-I/V\) is the slope of a curve of constant power, since \(d(IV)=0\) gives \(dI/dV=-I/V\). Multiplying the identity by \(V\) gives the power slope,

\[
\frac{dP}{dV}=I+Vg_{\rm dc}=\frac{I+Vg_{\rm iso}}{D}>0 .
\]

Power and temperature therefore continue to rise with voltage while the current falls. The bound is approached when \(r|f_T|\) grows without limit at fixed \(I\), \(V\) and \(g_{\rm iso}\).

## Second derivation: following a voltage step in time

The same formula can be reached without differentiating along the steady curve. Let the channel have a heat capacity \(C>0\), and let \(Q(T)\) be the heat flow to the base. The temperature obeys

\[
C\frac{dT}{dt}=Vf(V,T)-Q(T).
\]

At rest \(Q(T)=P\), so \(Q\) is the inverse function of \(\Theta\). Differentiating \(Q(\Theta(P))=P\) gives \(Q'(T)\,r=1\), or \(Q'=1/r\).

Start from a steady state and raise the voltage by a small constant \(\delta V\) at \(t=0\). The step is assumed slow enough that charging currents can be ignored, and fast enough that the temperature has not yet moved. Writing the later temperature as \(T+\delta T(t)\), the heating power becomes

\[
(V+\delta V)\left(I+g_{\rm iso}\,\delta V+f_T\,\delta T\right)
\simeq IV+I\,\delta V+Vg_{\rm iso}\,\delta V+Vf_T\,\delta T ,
\]

where products of small quantities have been dropped. The heat flow becomes \(Q(T)+\delta T/r\). Since \(IV=Q(T)\) in the initial state, these terms cancel, and

\[
C\frac{d\,\delta T}{dt}
=(I+Vg_{\rm iso})\,\delta V-\left(\frac1r-Vf_T\right)\delta T
=(I+Vg_{\rm iso})\,\delta V-\frac{D}{r}\,\delta T .
\]

For \(D>0\), the solution that starts from \(\delta T(0)=0\) is

\[
\delta T(t)=\delta T_\infty\left(1-e^{-t/\tau}\right),\qquad
\delta T_\infty=\frac{r(I+Vg_{\rm iso})}{D}\,\delta V,\qquad
\tau=\frac{rC}{D}.
\]

The current change is \(\delta I=g_{\rm iso}\,\delta V+f_T\,\delta T(t)\). At \(t=0\) it is purely isothermal. After settling,

\[
\frac{\delta I_\infty}{\delta V}
=g_{\rm iso}+\frac{rf_T(I+Vg_{\rm iso})}{D}
=\frac{g_{\rm iso}(1-rVf_T)+rIf_T+rVf_Tg_{\rm iso}}{D}.
\]

The two terms containing \(rVf_Tg_{\rm iso}\) cancel, leaving

\[
\frac{\delta I_\infty}{\delta V}=\frac{g_{\rm iso}+rIf_T}{D}=g_{\rm dc}.
\]

Since \(f_T\,\delta T_\infty=(g_{\rm dc}-g_{\rm iso})\,\delta V\), the whole response can be written

\[
\delta I(t)=\left[g_{\rm dc}+(g_{\rm iso}-g_{\rm dc})e^{-t/\tau}\right]\delta V .
\]

A positive isothermal conductance and a negative steady one are thus the two ends of a single response.

## A worked device model

Take a current that falls as a power of temperature and a thermal conductance that also falls with temperature:

\[
f=I_0\left(\frac{T}{T_a}\right)^{-m}\tanh\frac{V}{V_k}\,(1+\lambda V),\qquad
\frac1r=\frac1{R_0}\left(\frac{T}{T_a}\right)^{-n}.
\]

The round parameters are \(T_a=300\) K, \(m=1.2\), \(n=1.4\), \(V_k=3\) V, \(\lambda=0.02\) V\(^{-1}\), \(R_0=10\) K/W and \(C=10^{-5}\) J/K. The drive \(I_0\) sets the current level, as a gate voltage would, but the model keeps \(m\) the same at every drive. In a real transistor the relative temperature dependence generally changes with gate voltage, so the comparison of strong and weak drive below shows the effect of the current level alone.

Integrating \(Q'=1/r\) from \(T_a\), where no heat flows, gives

\[
Q(T)=\frac{T_a}{(n-1)R_0}\left[1-\left(\frac{T}{T_a}\right)^{1-n}\right].
\]

The steady temperature solves \(Vf(V,T)=Q(T)\). At fixed \(V\) the left side falls with \(T\) and the right side rises, so there cannot be two solutions.

Differentiating the power law gives \(f_T=-mI/T\). For the voltage derivative, \(d\ln\tanh u/du=1/(\sinh u\cosh u)=2/\sinh 2u\), so

\[
g_{\rm iso}=I\left[\frac{2}{V_k\sinh(2V/V_k)}+\frac{\lambda}{1+\lambda V}\right].
\]

Dividing the sign condition by \(I\) puts it in the form

\[
\frac{g_{\rm iso}}{I}<\frac{m\,r\,I}{T}.
\]

**Strong drive, \(I_0=0.8\) A, at 20 V.** The heat balance gives \(T=478.7\) K and \(I=0.6393\) A, hence \(P=12.79\) W. The local thermal resistance is \(r=10\,(478.7/300)^{1.4}=19.24\) K/W. The first term of \(g_{\rm iso}\) is negligible here, and the second gives \(0.6393\times0.02/1.4=9.13\) mS. The remaining quantities are

\[
|f_T|=\frac{1.2\times0.6393}{478.7}\ \text{A/K}=1.603\ \text{mA/K},
\]

\[
rI|f_T|=19.24\times0.6393\times1.603\ \text{mS}=19.7\ \text{mS},
\]

\[
D=1+19.24\times20\times0.001603=1.617 .
\]

The heating term exceeds \(g_{\rm iso}\), and

\[
g_{\rm dc}=\frac{9.13-19.71}{1.617}\ \text{mS}=-6.54\ \text{mS}.
\]

Solving the heat balance afresh at two neighbouring voltages gives the same slope. It lies well above the constant-power bound of \(-32.0\) mS.

**Weak drive, \(I_0=0.2\) A, at 20 V.** The channel still heats to 352 K, but now \(g_{\rm iso}=3.31\) mS exceeds \(rI|f_T|=2.28\) mS. With \(D=1.197\), the steady conductance is \(+0.86\) mS. At this voltage self-heating has lowered the slope without reversing it; in the model the same drive reaches a negative slope only near 41 V.

**Along the strong-drive curve.** At 5 V the steady conductance is \(+22.2\) mS, because the current is still rising steeply through the knee. The curve peaks at 6.89 V, where \(I=0.725\) A and \(T=356\) K. The equality \(g_{\rm iso}=rI|f_T|\) and a direct search for the largest steady current give the same voltage.

At 12, 20 and 30 V the steady conductance is \(-7.5\), \(-6.5\) and \(-5.4\) mS. The numerator hardly changes between these points: it is \(-10.3\), \(-10.6\) and \(-10.3\) mS. The denominator, however, grows from 1.38 to 1.62 and 1.91, and this flattens the negative slope.

**The voltage step.** At 20 V under strong drive, the 0.1 V step gives a first change of \(9.13\times0.1=0.91\) mA and a settled change of \(-6.54\times0.1=-0.65\) mA. The channel warms by 0.98 K with a time constant of 119 µs. Integrating the full heat equation confirms these values. Setting \(\delta I(t)=0\) in the linear response gives the moment at which the current passes its starting value:

\[
t=\tau\ln\frac{g_{\rm iso}-g_{\rm dc}}{-g_{\rm dc}}
=119\ \text{µs}\times\ln\frac{15.67}{6.54}\simeq104\ \text{µs}.
\]

A slope read before this time is positive, and one read after it is negative. These times belong to the single heat capacity of the model. A real heat path is distributed and has many time constants. The first and the settled change keep their values, but the response between them is not one exponential and the channel starts to warm much sooner. A uniform slab with the same \(\Theta(P)\) and the same total heat capacity passes its starting current after about 26 µs.

## Why the differential thermal resistance is needed

In this model \(1/r\) falls as the channel heats. The total heat flow is the integral of \(1/r\) from \(T_a\) to \(T\), and the integrand is smallest at the upper end. Therefore \(P>(T-T_a)/r\), or

\[
r>\frac{T-T_a}{P}.
\]

For the strongly driven device at 20 V the two values are 19.2 and 14.0 K/W. Using the ratio in the sign condition underestimates the response to additional power.

The difference can reverse the predicted sign. At 20 V, the condition with \(r\) places the change of sign at \(I_0=0.306\) A. Using the ratio instead places it at 0.383 A, which is 25% too high relative to the correct value. At the intermediate drive of 0.3444 A the ratio makes the numerator \(+0.36\) mS and so predicts a positive slope. The re-solved steady slope is \(-0.41\) mS.

## When heating increases the current

For \(f_T>0\) the numerator \(g_{\rm iso}+rIf_T\) is positive, and the sign passes to the denominator. The steady conductance is negative only if

\[
rVf_T>1,
\]

that is, if \(D<0\). The linear heat equation then shows what happens to a small deviation at fixed voltage:

\[
\frac{d\,\delta T}{dt}=-\frac{D}{rC}\,\delta T .
\]

The deviation grows, so this negative conductance belongs to a state that cannot be held by a constant drain voltage.

A second model shows both kinds of state. Let \(I=g_0V e^{x/\theta}\) with \(x=T-T_a\), and let the thermal resistance have the constant value \(R\). The heat balance \(x=RVI\) gives

\[
V^2=\frac{x\,e^{-x/\theta}}{Rg_0}.
\]

Its derivative with respect to \(x\) is proportional to \(1-x/\theta\), so the voltage has a maximum at \(x=\theta\). Since \(f_T=I/\theta\), also \(D=1-RVI/\theta=1-x/\theta\), which vanishes at the same point. There the output curve turns back and \(g_{\rm dc}\) is undefined.

With \(g_0=1\) mS, \(\theta=40\) K and \(R=20\) K/W, the largest voltage is 27.1 V. At 25 V there are two steady states:

- On the lower branch \(x=21.3\) K and \(D=0.468\). The steady conductance is \(+5.57\) mS, larger than the isothermal 1.70 mS because heating assists the current.
- On the upper branch \(x=67.4\) K and \(D=-0.685\). The steady conductance is \(-21.1\) mS, although the isothermal one is \(+5.39\) mS.

With the same heat capacity as before, a small temperature deviation decays at about 2340 s\(^{-1}\) on the lower branch and grows at about 3420 s\(^{-1}\) on the upper one.

## What each derivation assumes

Both derivations assume a fixed gate voltage, a single channel temperature, heat equal to \(IV\), and a current that depends on nothing but \(V\) and \(T\) at that gate voltage.

The first derivation adds only that \(f\) and \(\Theta\) are differentiable and that \(D\neq0\). It uses no heat capacity and no law of motion, so its slope does not depend on how the device reaches the steady state. It also holds on the unstable upper branch. The price is that it cannot say whether a state on the curve can be held.

The second derivation assumes more: one heat capacity, a drain voltage held constant after the step, and \(D>0\), so that the temperature settles. In return it gives the time constant, identifies the isothermal conductance with the first response, and shows which negative slopes are stable at fixed voltage. If \(D<0\), setting \(d\,\delta T/dt=0\) still reproduces the formula, but the device does not approach that state.

The shared assumptions limit the use of the result. If the temperature varies strongly along the channel, a single pair \(f_T\) and \(r\) need not describe the current. If trapped charge changes slowly with voltage, the current depends on a further variable and the chain rule acquires a further term. A negative measured slope is therefore not by itself proof of self-heating. The values behind the examples are collected in the numerical output below.

## Numbers as computed

```
Base temperature 300 K; R0 10 K/W; C 1.0e-05 J/K
Exponents m 1.2, n 1.4; knee 3.0 V; lambda 0.02 1/V
Strong drive I0 = 0.8 A; weak drive I0 = 0.2 A
Strong drive: V(V) T(K) I(A) g_iso(mS) r*I*|f_T|(mS) g_dc(mS)
     2   309.5  0.4670  185.364    8.833  170.097
     5   338.6  0.7086   46.634   21.083   22.242
     8   366.6  0.7225   17.109   22.626   -4.412
    12   403.0  0.6958   11.533   21.788   -7.454
    20   478.7  0.6393    9.134   19.708   -6.541
    30   580.3  0.5799    7.249   17.514   -5.386
Peak voltage: condition 6.8887 V, maximization 6.8887 V
At peak: I 0.7253 A, T 356.4 K
Strong drive at 20 V: T 478.69 K, I 0.6393 A, P 12.786 W
  f_T -1.6026 mA/K, r 19.235 K/W, ratio (T-Ta)/P 13.975 K/W
  g_iso 9.134 mS, r*I*|f_T| 19.708 mS, D 1.6165
  g_dc formula -6.5408 mS, re-solved -6.5408 mS
  critical r 8.915 K/W, bound -I/V -31.965 mS
Weak drive at 20 V: T 351.76 K, I 0.2313 A, P 4.626 W
  f_T -0.7891 mA/K, r 12.496 K/W, ratio (T-Ta)/P 11.189 K/W
  g_iso 3.305 mS, r*I*|f_T| 2.281 mS, D 1.1972
  g_dc formula 0.8553 mS, re-solved 0.8553 mS
  critical r 18.106 K/W, bound -I/V -11.566 mS
Critical I0 at 20 V: from r 0.3061 A, from ratio (wrong) 0.3827 A
Between them, I0 0.3444 A: re-solved g_dc -0.4068 mS
  g_iso minus heat term: with r -0.5353 mS, with ratio 0.3599 mS
Step of 0.1 V at 20 V, strong drive: first change +0.9134 mA, settled change -0.6534 mA
  temperature change 0.9785 K; time constant: formula 119.11 us, integrated 119.10 us
Rising-current model: g0 1.0 mS, theta 40 K, R 20 K/W, turning voltage 27.125 V
  lower branch at 25 V: T-Ta 21.278 K, I 42.556 mA, D 0.4680
    g_iso 1.702 mS, g_dc 5.572 mS, deviation rate -2340.2 1/s
  upper branch at 25 V: T-Ta 67.392 K, I 134.784 mA, D -0.6848
    g_iso 5.391 mS, g_dc -21.137 mS, deviation rate +3424.1 1/s
```
